# Zeeman gap and conductance drop of a ballistic Rashba wire

A wire with rough InSb parameters in a field of 0.5 T has two right-moving modes at a Fermi energy of 1.20 meV, one at 0 meV, and two again at −0.85 meV. The corresponding ideal conductances are 77.48, 38.74 and 77.48 µS. Yet when the same wire is joined to dense leads by gradual potential ramps, its computed conductance near the lowest of these energies is 1.00 $e^2/h$, about 38.7 µS. The mode count and the contacts therefore have to be treated separately.

## Model and conventions

The wire lies along $x$, the spin-orbit axis is $y$, and the magnetic field $B$ points along $x$. Electrons occupy one transverse subband and do not interact. With wavenumber $k$ and Pauli matrices $\sigma_i$,

$$H=Ak^2+\alpha k\sigma_y+h\sigma_x,\qquad A=\frac{\hbar^2}{2m},\qquad h=\frac{|g|\mu_BB}{2}.$$

The signs of $\alpha$ and $g$ do not affect the energies: conjugation by $\sigma_x$ reverses $\sigma_y$ alone, and conjugation by $\sigma_y$ reverses $\sigma_x$ alone. I take $\alpha,h>0$. Energy is measured from the band crossing at $k=0$, $B=0$. Two scales recur:

$$E_{so}=\frac{\alpha^2}{4A},\qquad k_{so}=\frac{\alpha}{2A}.$$

The example uses $m=0.014\,m_e$, $|g|=50$, $\alpha=100$ meV nm, length $L=400$ nm and width 60 nm. Then $A=2721.4$ meV nm², and

$$E_{so}=\frac{100^2}{4(2721.4)}=0.919\ \text{meV},\qquad k_{so}=\frac{100}{2(2721.4)}=0.0184\ \text{nm}^{-1}.$$

## The gap at zero momentum

Since $\sigma_x\sigma_y+\sigma_y\sigma_x=0$, the square of the spin part has no cross term:

$$(\alpha k\sigma_y+h\sigma_x)^2=\alpha^2k^2+h^2 .$$

The spin part is traceless, so its eigenvalues are the two square roots, and

$$E_\pm(k)=Ak^2\pm s,\qquad s=\sqrt{\alpha^2k^2+h^2}.$$

At $k=0$ the splitting is

$$E_+(0)-E_-(0)=2h=|g|\mu_BB .$$

It does not contain $\alpha$, because the spin-orbit term vanishes there. In the example it is 1.447 meV, or 16.8 K.

The field direction matters. For a field along $y$ the spin part is $(\alpha k+h)\sigma_y$, and completing the square for $\sigma_y=\pm1$ gives

$$E=A(k\pm k_{so})^2-E_{so}\pm h .$$

These are two parabolas with bottoms at $-E_{so}\pm h$. Each contributes one right-mover above its bottom, so the count rises 0, 1, 2 and never falls.

## When the lower band has a hump

A drop needs two modes below the gap. Using $k^2=(s^2-h^2)/\alpha^2$ and $A/\alpha^2=1/(4E_{so})$, the lower band becomes

$$E_-=\frac{s^2-h^2}{4E_{so}}-s=\frac{(s-2E_{so})^2}{4E_{so}}-E_{so}-\frac{h^2}{4E_{so}} .$$

The variable $s$ cannot be smaller than $h$. If $h<2E_{so}$, the square can vanish, and the band has two minima away from $k=0$ with energy

$$E_{min}=-E_{so}-\frac{h^2}{4E_{so}} .$$

The point $k=0$, where $s=h$, is then a local maximum at $-h$. The energy between minimum and maximum is

$$-h-E_{min}=\frac{(2E_{so}-h)^2}{4E_{so}} .$$

If $h\ge2E_{so}$, $E_-$ grows with $s$ from the start, its minimum is $-h$ at $k=0$, and there is no hump. The upper band grows with $s$ for any $h$ and starts at $+h$.

The condition for a drop is therefore $2h<4E_{so}$: the Zeeman gap must be smaller than four spin-orbit energies. In the example this means $B<1.27$ T. At 0.5 T, $h=0.7235$ meV and

$$E_{min}=-0.919-\frac{0.7235^2}{4(0.919)}=-1.061\ \text{meV}.$$

The lower two-mode region is 0.338 meV wide, much narrower than the gap above it.

## Counting the modes

At fixed energy $E$, both bands obey $(Ak^2-E)^2=\alpha^2k^2+h^2$. With $q=k^2$,

$$A^2q^2-(2AE+\alpha^2)q+E^2-h^2=0 .$$

The roots have product and sum

$$q_1q_2=\frac{E^2-h^2}{A^2},\qquad q_1+q_2=\frac{2AE+\alpha^2}{A^2}=\frac{2(E+2E_{so})}{A},$$

and the discriminant is

$$(2AE+\alpha^2)^2-4A^2(E^2-h^2)=4A\alpha^2(E-E_{min}),$$

where $E_{min}$ stands for the expression above. Each positive $q$ gives real wavenumbers $\pm k$. The bands are even in $k$, so the two velocities are opposite, and each positive $q$ supplies one right-mover. Away from the band edges there are three cases.

- For $|E|<h$ the product is negative. One root is positive and one negative: one right-mover, plus an evanescent pair $k=\pm i\kappa$.
- For $E>h$ the discriminant, product and sum are positive. Both roots are positive: two right-movers.
- For $E<-h$ the product is positive. If $h<2E_{so}$ and $E>E_{min}$, the roots are real. Also $E_{min}>-2E_{so}$, because $h^2<4E_{so}^2$, so the sum is positive: two right-movers. Below $E_{min}$ the roots are complex and nothing propagates. If $h\ge2E_{so}$, then $E<-2E_{so}$, the sum is negative, and again nothing propagates.

For $h<2E_{so}$ the sequence with rising energy is thus 0, 2, 1, 2. For $h\ge2E_{so}$ it is 0, 1, 2.

At $E=0$ in the example the positive root is

$$k^2=\frac{\alpha^2+\sqrt{\alpha^4+4A^2h^2}}{2A^2},\qquad k=0.0374\ \text{nm}^{-1}.$$

At −0.85 meV the right-movers have $k=-0.0063$ and $0.0262$ nm⁻¹. The first has negative wavenumber but positive velocity, since it sits on the left flank of the hump. Velocity, not the sign of $k$, defines the direction of motion.

## From modes to conductance

Let the left reservoir fill right-movers with occupation $f_L$ and the right reservoir fill left-movers with $f_R$. If every mode is transmitted without reflection, one right-mover and its partner carry

$$I=e\int\frac{dk}{2\pi}\,v\,(f_L-f_R),\qquad v=\frac1\hbar\frac{dE}{dk},$$

with $e$ the magnitude of the charge. Since $v\,dk=dE/\hbar$, the velocity cancels:

$$I=\frac eh\int dE\,(f_L-f_R).$$

At zero temperature and small voltage $V$ the integral is $eV$. Each mode contributes $e^2/h=38.74$ µS, and lowering the Fermi level from above the gap into it changes $G$ from $2e^2/h$ to $e^2/h$.

Reflectionless contacts can be modelled by raising the field gradually inside a wire of constant potential. A lattice calculation with 1500 nm field ramps on each side of a 400 nm uniform section gives mean conductances within 0.01 of 2, 1 and 2 $e^2/h$ near −0.85 meV, in the gap and above it. This is the 2, 1, 2 pattern. The model covers only part of the lower plateau, however: the field-free leads have no modes below $-E_{so}=-0.919$ meV, so nothing is transmitted between that energy and $E_{min}$.

## Potential contacts and the lower plateau

Now keep the field uniform and let the potential rise from a dense lead towards the wire. An electron whose energy in the wire lies below the gap starts above the gap in the lead. Inside the contact its local energy must cross the interval in which one mode propagates. If the rise is gradual, the other mode is reflected there.

For a linear rise $Fx$, with $F>0$, the reflection can be calculated. In the momentum representation $x=i\partial_k$, so

$$iF\partial_k\psi=(E-Ak^2-\alpha k\sigma_y-h\sigma_x)\psi .$$

The scalar part is removed by $\psi=e^{-i(Ek-Ak^3/3)/F}\phi$. The force lowers $k$ with time, so put $\tau=-k$. In the basis of $\sigma_y=\pm1$, with amplitudes $a,b$ and phases chosen to make the coupling real,

$$iFa'=-\alpha\tau a+hb,\qquad iFb'=\alpha\tau b+ha .$$

This is the Landau-Zener problem. Start with $a$ alone at $\tau\to-\infty$. At large $|\tau|$, $b$ follows with the phase of $a$, so $iFb'\simeq-\alpha\tau b$ and $b\simeq-ha/(2\alpha\tau)$. Inserting this in the first equation,

$$\frac{a'}a=\frac{i}{F}\left(\alpha\tau+\frac{h^2}{2\alpha\tau}\right),\qquad a\propto e^{i\alpha\tau^2/2F}\,\tau^{i\nu},\qquad \nu=\frac{h^2}{2\alpha F}.$$

Continue this form to $\tau\to+\infty$ along a large arc in the lower half-plane, where the argument of $\tau$ runs from $-\pi$ to 0. On the first half of the arc the exponential is the decaying one, so no growing partner is present. On the second half it is the growing one, and any partner picked up there is small and leaves its coefficient unchanged. The factor $|\tau^{i\nu}|$ falls from $e^{\pi\nu}$ to 1, so the amplitude is multiplied by $e^{-\pi\nu}$ and the probability of keeping the spin state is

$$P=e^{-2\pi\nu}=\exp\left(-\frac{\pi h^2}{\alpha F}\right).$$

Away from the gap, the $\sigma_y=+1$ state has velocity $(2Ak+\alpha)/\hbar$. It remains positive after $k$ has changed sign, down to $k=-k_{so}$, so an electron that keeps its spin is transmitted. If the spin flips, the velocity becomes $(2Ak-\alpha)/\hbar<0$ and the electron returns. The other incoming mode has $\sigma_y=-1$ and $k>k_{so}$; it stays away from $k=0$ and passes. One contact therefore transmits

$$T=1+P$$

below the gap. This needs a linear stretch that reaches $|k|$ well above both $h/\alpha$ and $\sqrt{F/\alpha}$ on each side of the crossing, and ends that do not reflect.

The law was tested on a lattice with $h=0.1E_{so}$ and local energy falling from $E_{so}$ to $-0.6E_{so}$. For slopes of 0.01, 0.0227 and 0.06 $E_{so}k_{so}$, where $P=0.21$, 0.50 and 0.77, the transmission agreed with $1+P$ to within 0.03.

For the example, $P=1/2$ corresponds to

$$F=\frac{\pi h^2}{\alpha\ln2}=0.024\ \text{meV/nm},$$

so that the gap is crossed within 61 nm. This is a scale, not a prediction for the lower plateau: the inner mode there reaches $|k|=0.0063$ nm⁻¹ at −0.85 meV, less than $h/\alpha=0.0072$ nm⁻¹, and the condition on the linear stretch fails.

Complete wires were therefore calculated with the field uniform, the leads 5 meV deeper, and the flat section nominally 400 nm (405 nm on the 5 nm lattice used). The conductances, averaged over energies within each region, are in $e^2/h$:

| Ramp on each side | Below gap | In gap | Above gap |
|---|---|---|---|
| 2000 nm | 0.999 | 1.000 | 1.997 |
| 50 nm | 0.769 | 0.969 | 1.760 |

Averaged over energy, the gradual ramp removes the lower two-mode plateau, and the steep ramp does not restore it. The third digits are not converged: a denser energy mesh moves the 2000 nm row by up to 0.003 and the 50 nm row by up to 0.03, and shortening the flat section by 5 nm raises the 50 nm value below the gap to 0.78. At single energies the conductance differs from these averages; for the steep ramp it ranges from about 0.45 to 1.3 below the gap. The loss above the gap, where no gap has to be crossed, shows that the steep ramp reflects electrons even without a gap crossing; I conjecture that such reflection also keeps the lower value down.

For interpretation, a wire with gradual potential contacts shows 2, 1, 0 as it is emptied. A wire with $h\ge2E_{so}$ does the same, so this sequence alone does not establish a spin-orbit hump. Nor is the width of the single-mode step the Zeeman gap: in the gradual limit it extends from $E_{min}$ to $h$, which is $1.061+0.724=1.78$ meV here, against a gap of 1.447 meV.

## Temperature

For reflectionless contacts and $h<2E_{so}$, the mode count is a sum of steps: $+2$ at $E_{min}$, $-1$ at $-h$ and $+1$ at $h$. At temperature $T$ it is averaged with $-\partial f/\partial E$. A unit step at $\varepsilon$ becomes $f(\varepsilon)=[1+e^{(\varepsilon-\mu)/k_BT}]^{-1}$, where $\mu$ is the Fermi level, and

$$\frac{G}{e^2/h}=2f(E_{min})-f(-h)+f(h).$$

At $\mu=0$ the last two terms combine to $-\tanh(h/2k_BT)$. At 4.2 K, $h/2k_BT=16.8/(4\times4.2)=1.00$ and $f(E_{min})=0.949$, so

$$\frac{G}{e^2/h}=2(0.949)-0.761=1.137 .$$

This is not far from one, yet the drop from the lower side is gone: the middle of the lower plateau has fallen to 0.855. That plateau is narrower than the gap and is lost first. At 1 K the conductances in the middle of the lower plateau, at mid-gap and at $\mu=1.5$ meV are 1.629, 1.000 and 2.000 $e^2/h$, and at 0.1 K they are 2.000, 1.000 and 2.000. A dip deeper than 0.05 $e^2/h$ survives up to about 2.8 K.

## Finite length

The evanescent pair lets some current leak through a short gapped section. Take $h\ll E_{so}$, $E=0$, and a field that starts and ends abruptly. Near $k=0$ the term $Ak^2$ can be dropped:

$$(-i\alpha\sigma_y\partial_x+h\sigma_x)\psi=0 .$$

Multiplying by $\sigma_y$ and using $\sigma_y\sigma_x=-i\sigma_z$ gives $\partial_x\psi=-(h/\alpha)\sigma_z\psi$. With $\theta=hL/\alpha$, the upper component changes by $e^{-\theta}$ and the lower by $e^{\theta}$ across the section. Outside, right- and left-movers have spinors $(1,i)$ and $(1,-i)$. Matching an incident wave with reflection amplitude $r$ and transmission amplitude $t$,

$$e^{-\theta}(1+r)=t,\qquad e^{\theta}(1-r)=t .$$

Hence $1+r=te^{\theta}$ and $1-r=te^{-\theta}$. Their sum gives $t=1/\cosh\theta$, and the leakage is $\text{sech}^2\theta$.

In the example $h/E_{so}=0.79$ is not small, so the estimate is rough. Replacing $h/\alpha$ by the $\kappa$ of the full quadratic equation gives a decay length of 141 nm and a leakage of 0.0135. The full lattice result with abrupt field edges is 0.995 $e^2/h$ in total (0.996 in the continuum limit), slightly below one, so the edges must also reflect part of the propagating mode. At fixed $\alpha$, halving the field roughly doubles the decay length, so with abrupt field edges a weak field needs a longer wire.

## Backscattering and width

The spin of a lower-band state is antiparallel to the vector $(h,\alpha k)$ in the $xy$ plane. Two spins with angle $\beta$ between them overlap with probability $(1+\cos\beta)/2$. For $k$ and $-k$, $\cos\beta=(h^2-\alpha^2k^2)/(h^2+\alpha^2k^2)$, so

$$|\langle\chi_k|\chi_{-k}\rangle|^2=\frac{h^2}{h^2+\alpha^2k^2}=0.036$$

at mid-gap. To lowest order, a spin-independent potential backscatters the gap mode with this factor relative to equal spins. The mode is protected partly, not completely.

A wire of finite width also has the Rashba term $-\alpha k_y\sigma_x$. Completing the square,

$$Ak_y^2-\alpha k_y\sigma_x=A(k_y-k_{so}\sigma_x)^2-E_{so}.$$

The transformation $U=e^{ik_{so}y\sigma_x}$ removes the shift of $k_y$. It commutes with $h\sigma_x$, so the gap at $k=0$ remains $2h$. The longitudinal term changes through

$$U^\dagger\sigma_yU=\sigma_y\cos(2k_{so}y)+\sigma_z\sin(2k_{so}y).$$

In a symmetric wire the sine averages to zero in the lowest subband, and to first order in $k$, $\alpha$ is multiplied by $\langle\cos2k_{so}y\rangle=0.923$. Since $E_{so}\propto\alpha^2$, the limiting field is multiplied by $0.923^2=0.85$ and falls from 1.27 to about 1.1 T. By the same first-order estimate, the lower two-mode region at 0.5 T also narrows, from 0.338 to about 0.23 meV; keeping the mixing with higher subbands gives 0.24 meV.

## The example beside real wires

The mass and $g$ factor are rough InSb values; $\alpha=100$ meV nm is at the strong end of what I would assume. With half that $\alpha$ and all else fixed, the limiting field falls fourfold to 0.32 T, and at 0.5 T there is no two-mode region below the gap. The assumption most easily broken is ballistic motion. At the velocity $\alpha/\hbar=1.5\times10^5$ m/s, a mean free path of 400 nm requires a mobility of $3.3\times10^5$ cm²/Vs. For a nanowire mobility of roughly $3\times10^4$ cm²/Vs the same estimate gives 36 nm, and the two-mode conductance would lie far below $2e^2/h$. With scattering time $\tau$, the level broadening $\hbar/\tau=\alpha/(36\ \text{nm})=2.8$ meV would also exceed the gap. At −0.85 meV both right-movers are slower than half of $\alpha/\hbar$, so for the same $\tau$ their mean free paths are shorter still. A shorter constriction reduces the backscattering. If the field is confined to it with abrupt edges, however, its length at 0.5 T must stay well above the 141 nm decay length: at a length equal to it, the estimate above already gives a leakage of $\text{sech}^2(1)=0.42$. In a uniform field with potential contacts the leakage also depends on the ramps, and this estimate does not apply.

The other corrections estimated here are smaller than the effect of disorder, but two of them change the narrow lower plateau by about 30%. A field 10° from perpendicular, in the plane of wire and spin-orbit axis, leaves a one-mode window of 1.421 meV, but it splits the two minima to −1.17 and −0.94 meV, so the lower two-mode region narrows from 0.338 to about 0.24 meV and a one-mode region opens below it. The next subband is 22.4 meV higher. For a square 60 nm × 60 nm cross-section the diamagnetic shift is about 0.09 meV and, at lowest order, moves both spin states together. For the same cross-section the confinement energy is 6% of the band gap (3% per direction); in a two-band model the mass then rises by about twice that fraction, or 12%. At fixed $\alpha$ and $g$ this would widen the lower two-mode region to about 0.43 meV and raise the limiting field to about 1.4 T; the accompanying changes of $g$ and $\alpha$ are not estimated. Electron-electron interaction and Dresselhaus coupling are left out, and their effect has not been estimated. The numerical output follows.

## Calculated quantities

```
INPUT (rough InSb nanowire values)
effective mass            0.014 m_e
|g| factor                50
Rashba alpha              100 meV nm
field                     0.50 T
wire length, width        400, 60 nm
band gap (rough)          240 meV
SPECTRUM
A = hbar^2/2m             2721.4 meV nm^2
E_so                      0.919 meV
k_so                      0.01837 1/nm
gap 2h at k=0             1.447 meV = 16.8 K
half gap h                0.7235 meV
band bottom E_min         -1.061 meV
lower plateau width       0.338 meV
drop exists below field   1.27 T
right-movers at -0.85 meV: 2, k = -0.00626, 0.02620 1/nm
right-movers at  0.00 meV: 1, k = 0.03743 1/nm
right-movers at  1.20 meV: 2, k = 0.00754, 0.04664 1/nm
e^2/h                     38.740 uS
drop 2 -> 1               77.48 -> 38.74 uS
LATTICE WIRES, mean G in e^2/h: below, in, above gap
field ramped over 1500 nm  1.994, 1.000, 2.000
lead depth, uniform field 5.0 meV
potential ramp 2000 nm     0.999, 1.000, 1.997
potential ramp   50 nm     0.769, 0.969, 1.760
slope for P = 1/2         0.0237 meV/nm
gap crossed then within   61 nm
TEMPERATURE, G in e^2/h: mid lower plateau, mid-gap, 1.5 meV
T = 0.1 K: 2.000, 1.000, 2.000; dip depth 1.000
T = 1.0 K: 1.629, 1.000, 2.000; dip depth 0.653
T = 4.2 K: 0.855, 1.137, 1.896; dip depth 0.000
dip deeper than 0.05 up to 2.80 K
NEGLECTED EFFECTS
decay length 1/kappa      141 nm
leakage sech^2(kappa L)   0.0135
mid-gap G, abrupt field   0.9947 e^2/h
one-mode window, 10 deg misaligned 1.421 meV
subband spacing           22.4 meV
alpha reduction factor    0.923
diamagnetic shift         0.092 meV
confinement energy / band gap 0.062
spin overlap in gap       0.0360
velocity alpha/hbar       1.519e+05 m/s
mobility for mean free path = L 3.31e+05 cm2/Vs
```
